# Shell stresses and uniform dilatation in a misfitting core–shell nanowire

## Question

A long, straight, circular nanowire has a core of radius \(a\) inside a shell of outer radius \(b\). Core and shell are isotropic, with the same Young's modulus \(E\) and Poisson ratio \(\nu\). If it were cut free, the core would be larger than the shell lattice by a strain \(m\) in all three directions. The interface is coherent, the side surface carries no traction, and no net axial force acts. Strains are small and the ends are far away.

Displacements and total strains are measured from the unstrained shell lattice, and tension is positive. Write \(f=a^2/b^2\) for the area fraction of the core, and use the Lamé constants

\[
\mu=\frac{E}{2(1+\nu)},\qquad \lambda=\frac{2\mu\nu}{1-2\nu}.
\]

**(a)** Show from equilibrium alone that the shell dilatation does not depend on \(r\), and find the general form of the radial displacement.

**(b)** Find the axial strain of the wire.

**(c)** Find all normal stresses in the shell and in the core.

**(d)** Obtain the shell dilatation from the stresses and from the displacement. Interpret the limits of a very thick and a very thin shell.

**(e)** Find the elastic energy per unit length.

**(f)** Evaluate the results for a silicon-rich SiGe core in a silicon shell, with \(a=10\) nm, \(b=20\) nm and \(m=0.010\).

**(g)** Which assumptions does the uniformity need, and how far do the neglected effects move the numbers in (f)?

## Model answers

### (a) Uniform dilatation

Far from the ends all cross-sections are equivalent, so the axial strain is a constant \(e\), shared by core and shell because they are coherent. An additional axial displacement \(w(r)\) would give a shear stress \(\sigma_{rz}=\mu w'\). Axial equilibrium makes \(r\sigma_{rz}\) constant, and the free surface makes that constant zero, so \(w\) is a rigid shift. With radial displacement \(u(r)\), the strains are

\[
\varepsilon_{rr}=u',\qquad \varepsilon_{\theta\theta}=\frac{u}{r},\qquad \varepsilon_{zz}=e .
\]

Stress is caused by elastic strain, which is total strain minus the stress-free strain. Let \(\chi=1\) in the core and \(\chi=0\) in the shell, and let \(\Theta=u'+u/r+e\). Then

\[
\sigma_{rr}=\lambda\Theta+2\mu u'-(3\lambda+2\mu)m\chi,\qquad
\sigma_{\theta\theta}=\lambda\Theta+2\mu\frac{u}{r}-(3\lambda+2\mu)m\chi .
\]

The radial force balance on a small sector between \(r\) and \(r+dr\) is

\[
(r\sigma_{rr})'=\sigma_{\theta\theta}
\quad\Longleftrightarrow\quad
\sigma_{rr}'+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}=0. \tag{1}
\]

Within either region \(m\chi\), \(\lambda\), \(\mu\) and \(e\) are constant. The two terms of (1) are therefore

\[
\sigma_{rr}'=\lambda\left(u'+\frac{u}{r}\right)'+2\mu u'',\qquad
\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}=2\mu\left(\frac{u'}{r}-\frac{u}{r^2}\right)=2\mu\left(\frac{u}{r}\right)' .
\]

Their sum is

\[
(\lambda+2\mu)\left(u'+\frac{u}{r}\right)'=0 .
\]

Since \(\lambda+2\mu>0\), the in-plane dilatation \(u'+u/r\) is constant in each region, and so is \(\Theta\). Call the shell constant \(2A\). Then \((ru)'=2Ar\), and integration gives

\[
u=Ar+\frac{B}{r}\quad\text{(shell)},\qquad u=A_c r\quad\text{(core)} .
\]

The core has no \(1/r\) term because \(u\) must stay finite on the axis. The shell term \(B/r\) contributes \(-B/r^2\) to \(\varepsilon_{rr}\) and \(+B/r^2\) to \(\varepsilon_{\theta\theta}\). It changes shape without changing volume, so the two stresses can vary while their sum does not.

### (b) Axial strain

Zero axial force means that the section average of \(\sigma_{zz}\) vanishes. The sum of the in-plane stresses also averages to zero. From (1), \(\sigma_{\theta\theta}=\sigma_{rr}+r\sigma_{rr}'\), so

\[
\sigma_{rr}+\sigma_{\theta\theta}=2\sigma_{rr}+r\sigma_{rr}'=\frac1r(r^2\sigma_{rr})' .
\]

The radial stress is continuous at the interface, hence

\[
\int_0^b(\sigma_{rr}+\sigma_{\theta\theta})\,2\pi r\,dr=2\pi b^2\sigma_{rr}(b)=0 .
\]

The elastic axial strain is

\[
e-m\chi=\frac{\sigma_{zz}-\nu(\sigma_{rr}+\sigma_{\theta\theta})}{E}.
\]

Because \(E\) and \(\nu\) are the same everywhere, the average of the right side is zero. The average of \(\chi\) is \(f\), so

\[
e=fm .
\]

### (c) Stresses

Continuity of \(u\) at \(r=a\) gives \(A_c=A+B/a^2\). Continuity of \(\sigma_{rr}\) gives

\[
\lambda(2A_c+e)+2\mu A_c-(3\lambda+2\mu)m
=\lambda(2A+e)+2\mu\left(A-\frac{B}{a^2}\right).
\]

Substituting \(A_c-A=B/a^2\) leaves

\[
(2\lambda+4\mu)\frac{B}{a^2}=(3\lambda+2\mu)m .
\]

From the definition of \(\lambda\),

\[
3\lambda+2\mu=\frac{2\mu(1+\nu)}{1-2\nu},\qquad
\lambda+2\mu=\frac{2\mu(1-\nu)}{1-2\nu},
\]

and therefore

\[
B=\frac{ma^2(1+\nu)}{2(1-\nu)} .
\]

The free surface requires \(\lambda(2A+e)+2\mu(A-B/b^2)=0\). Dividing by \(2\mu\), and using \(\lambda/\mu+1=1/(1-2\nu)\), gives

\[
\frac{A}{1-2\nu}=\frac{B}{b^2}-\frac{\nu e}{1-2\nu}.
\]

With \(B/b^2=fm(1+\nu)/[2(1-\nu)]\) and \(e=fm\),

\[
A=fm\,\frac{(1-2\nu)(1+\nu)-2\nu(1-\nu)}{2(1-\nu)}
=fm\,\frac{1-3\nu}{2(1-\nu)} .
\]

In the shell, \(\sigma_{rr}=(\lambda\Theta+2\mu A)-2\mu B/r^2\). Since this vanishes at \(b\), the bracket equals \(2\mu B/b^2\). Define

\[
P=\frac{Em}{2(1-\nu)},\qquad\text{so that}\qquad 2\mu B=\frac{E}{1+\nu}B=Pa^2 .
\]

The bracket is then \(Pf\). The hoop stress has the opposite sign in front of \(B/r^2\). For the axial stress,

\[
\sigma_{zz}=\lambda\Theta+2\mu e=Pf+2\mu(e-A),\qquad
e-A=fm\,\frac{1+\nu}{2(1-\nu)},
\]

and the last term of \(\sigma_{zz}\) is again \(Pf\). The shell stresses are

\[
\boxed{\sigma_{rr}=P\left(f-\frac{a^2}{r^2}\right),\quad
\sigma_{\theta\theta}=P\left(f+\frac{a^2}{r^2}\right),\quad
\sigma_{zz}=2Pf.}
\]

The core strains are uniform, with equal radial and hoop parts. Continuity of \(\sigma_{rr}\) at \(a\) fixes the in-plane stresses. Zero axial force, \(f\sigma_{zz}^{\rm core}+(1-f)2Pf=0\), fixes the axial one:

\[
\sigma_{rr}^{\rm core}=\sigma_{\theta\theta}^{\rm core}=-P(1-f),\qquad
\sigma_{zz}^{\rm core}=-2P(1-f).
\]

For \(m>0\) the core is compressed. The shell is in hoop and axial tension, and it is radially compressed inside its free surface.

### (d) Dilatation and limits

The \(a^2/r^2\) terms cancel in the sum of the shell stresses, which is \(4Pf\). Adding the three Hooke relations gives

\[
\Theta=\frac{1-2\nu}{E}(\sigma_{rr}+\sigma_{\theta\theta}+\sigma_{zz})
=\frac{2(1-2\nu)}{1-\nu}fm .
\]

The displacement gives the same result:

\[
2A+e=fm\,\frac{(1-3\nu)+(1-\nu)}{1-\nu}
=\frac{2(1-2\nu)}{1-\nu}fm .
\]

**Thick shell, \(f\to0\) at fixed \(a\).** The dilatation and the axial stress vanish, but \(\sigma_{rr}=-Pa^2/r^2\) and \(\sigma_{\theta\theta}=+Pa^2/r^2\) remain. The core then shears the surrounding material without changing its volume. At finite \(b\), this field alone would leave a traction \(-Pf\) on the side surface. Removing that traction, together with the axial stretch \(e=fm\), produces the uniform dilatation.

**Thin shell, \(f\to1\).** Now \(\sigma_{rr}\to0\), while \(\sigma_{\theta\theta}\) and \(\sigma_{zz}\) both tend to \(2P=Em/(1-\nu)\). This is the stress of a flat film stretched by \(m\) in two directions. Its thickness strain is \(-2\nu m/(1-\nu)\), so its dilatation is \(2m-2\nu m/(1-\nu)=2m(1-2\nu)/(1-\nu)\), in agreement with \(\Theta\).

### (e) Energy

The energy per length \(W\) is half the integral of stress times elastic strain. The total-strain part contributes nothing. By (1),

\[
\int_0^b\left(\sigma_{rr}u'+\sigma_{\theta\theta}\frac ur\right)r\,dr
=\int_0^b(r\sigma_{rr}u)'\,dr=0,
\]

because \(\sigma_{rr}(b)=0\), and \(e\) multiplies the vanishing axial force. The stress-free strain in the core remains:

\[
W=-\frac m2\,\pi a^2\,[-4P(1-f)]
=\frac{\pi a^2Em^2(1-f)}{1-\nu}.
\]

### (f) Numerical example

As model inputs, chosen to resemble silicon, take the cubic constants \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa. The bulk modulus is \(K=(C_{11}+2C_{12})/3=98\) GPa. The shear modulus is taken as the mean of the uniform-strain average, 68.4 GPa, and the uniform-stress average, 65.2 GPa, so \(\mu=66.8\) GPa. Then \(E=9K\mu/(3K+\mu)=163\) GPa and \(\nu=E/(2\mu)-1=0.222\). With \(f=0.25\),

\[
P=\frac{163\times0.010}{2\times0.778}=1.05\ \text{GPa}.
\]

| \(r\) (nm) | \(\sigma_{rr}\) (GPa) | \(\sigma_{\theta\theta}\) (GPa) | \(\sigma_{zz}\) (GPa) |
|---|---:|---:|---:|
| 10 | −0.79 | 1.31 | 0.52 |
| 15 | −0.20 | 0.73 | 0.52 |
| 20 | 0.00 | 0.52 | 0.52 |

The sum is 1.05 GPa at each radius, and

\[
\Theta=\frac{2\times0.555}{0.778}\times0.25\times0.010=3.57\times10^{-3}.
\]

Across the shell the difference \(\sigma_{\theta\theta}-\sigma_{rr}=2Pa^2/r^2\) falls by a factor of four, from 2.10 to 0.52 GPa. The core has in-plane stress −0.79 GPa and axial stress −1.57 GPa. The axial strain is \(2.5\times10^{-3}\), and the stored energy is 31 eV/nm.

As an independent test, the elastic energy was minimized over polynomial displacements, for \(b/a=1.3\), 2 and 3, each with \(\nu=0.1\), 0.222 and 0.4. The largest deviation from the shell stresses in (c) was \(5\times10^{-11}P\), and the largest relative variation of \(\Theta\) across the shell was \(4\times10^{-10}\).

### (g) Conditions and neglected effects

**Elastic constants.** Part (a) did not use the equality of core and shell constants. A core that is 5% softer, at the same \(\nu\), leaves the shell dilatation uniform and lowers it by 2.3%. Constants that vary within the shell do matter, because (1) then contains their derivatives. If the shell modulus rises linearly by 50% from interface to surface, the difference between the largest and smallest dilatation is 22% of the mean.

**Crystal anisotropy.** A finite-element section with the cubic constants above in both regions, and the wire axis along [111], has a mean shell dilatation 3.2% above the formula. Its rms variation is about 1% of the mean. This near-uniformity does not carry over to the other two axes examined. With the same constants, the rms variation is about 12% of the mean for a [110] axis and 6% for a [001] axis, where the mean also lies 6% below the formula. The local extremes are much wider than these rms values: the largest minus the smallest dilatation is about 90% of the mean for [110] and 80% for [001], against 6% for [111].

**Facets.** When core and shell are isotropic hexagons with the same areas as the circles, the mean changes by less than 1%, but the rms variation is 14% of the mean. Halving the mesh spacing moved this variation by 0.3 percentage points. The circular formula remains a good estimate of the average here, but not of the local dilatation.

**Surface stress.** Take an isotropic surface stress \(\tau=1\) N/m, a rough size. The curved surface presses inward with \(\tau/b\), so \(\sigma_{rr}\) and \(\sigma_{\theta\theta}\) shift by \(-\tau/b=-0.05\) GPa. Axial balance, \(\pi b^2\Delta\sigma_{zz}+2\pi b\tau=0\), gives \(\Delta\sigma_{zz}=-2\tau/b=-0.10\) GPa. These shifts are uniform, so \(\Theta\) stays uniform, but it falls by 19%. A surface stress of opposite sign would raise it by the same amount.

**Temperature and finite strain.** A rough expansion difference of \(10^{-6}\) K\(^{-1}\) over 500 K changes the misfit by 5% of its value, and \(\Theta\) in proportion. The largest shell strain component is 0.84%, so corrections from finite strain are a few percent. With isotropically averaged third-order elastic constants of silicon in both regions, the mean shell dilatation and the axial strain rise by about 2%, and the sum of the normal strains at the interface rises by nearly 4%.

**Coherence.** Consider a dislocation loop around the core with a Burgers vector of length \(d=0.38\) nm along the axis, a rough value. In silicon this is a lattice translation along [110], so the estimate is for a wire with that axis, not for the [111] axis used above. It lets the core stress do work \(2P(1-f)\pi a^2d=1170\) eV. For the cost, take the energy per length of a straight edge dislocation, \(\mu d^2\ln(a/r_0)/[4\pi(1-\nu)]\), with outer cutoff \(a\) and core cutoff \(r_0\). Multiplying by the loop length \(2\pi a\) gives

\[
\frac{\mu d^2a}{2(1-\nu)}\ln\frac{a}{r_0}.
\]

This is 1800 eV for \(r_0=d/4\) and 1270 eV for \(r_0=d\), so the ratio of gain to cost is 0.65 or 0.93. The straight-line energy is crude for so small a loop. A common formula for a circular loop in an unbounded medium has \(\ln(8a/r_0)-1\) in place of \(\ln(a/r_0)\), which lowers the ratios to 0.53 and 0.70. The free surface of this wire raises them to about 0.55 and 0.74. The constant \(-1\) depends on how the energy near the dislocation core is counted. If only the work on the cut surface is counted, it becomes \(-2\) in the limit \(r_0\ll a\), and the ratios in the wire are about 0.68 and 0.98. Without that limit, the second ratio is about 1.0. Most of these estimates favour coherence, but the margin depends on the treatment of the core and can vanish. Other dislocation types were not examined. In the straight-line estimate, at fixed \(m\) and \(f\), the ratio varies as \(a/\ln(a/r_0)\), which increases with \(a\) at these sizes. A larger wire is therefore less likely to remain coherent.

**The real case.** Germanium's lattice is roughly 4% larger than silicon's, so a 1% misfit corresponds to about one quarter germanium in the core. Radii of 10 and 20 nm are realistic for thin laboratory nanowires. Facets break the assumption behind uniformity; in the isotropic hexagonal example above the resulting rms variation was 14%. Crystal anisotropy breaks it too, by a similar amount for a [110] axis. For the mean dilatation, surface stress is the largest correction evaluated here. A pure germanium core would raise the linear stresses about fourfold, and both small-strain elasticity and coherence would then need fresh examination. Near the wire ends \(e\) is no longer constant, and the solution does not apply.

The numerical output gives more digits for most of these values.

## Computed results

```
core radius a = 10.0 nm, outer radius b = 20.0 nm
misfit m = 0.0100, area fraction f = 0.2500
rough cubic C11, C12, C44 = 166, 64, 80 GPa
bulk modulus = 98.00 GPa
shear modulus Voigt, Reuss, Hill = 68.40, 65.18, 66.79 GPa
Young's modulus E = 163.27 GPa, Poisson ratio nu = 0.2223
stress scale P = 1.0498 GPa
shell displacement A = 5.3529e-04, B = 0.7859 nm^2
axial strain e = 2.5000e-03
shell r = 10.0 nm: s_rr, s_tt, s_zz = -0.7873, 1.3122, 0.5249 GPa
  stress trace = 1.0498 GPa, dilatation = 3.5706e-03
shell r = 15.0 nm: s_rr, s_tt, s_zz = -0.2041, 0.7290, 0.5249 GPa
  stress trace = 1.0498 GPa, dilatation = 3.5706e-03
shell r = 20.0 nm: s_rr, s_tt, s_zz = 0.0000, 0.5249, 0.5249 GPa
  stress trace = 1.0498 GPa, dilatation = 3.5706e-03
core s_rr = s_tt = -0.7873 GPa, s_zz = -1.5746 GPa
shell dilatation from closed form = 3.5706e-03
stored energy = 30.88 eV/nm
worst stress error / P, nine wires = 5.2e-11
worst relative dilatation spread = 3.9e-10
core modulus factor = 0.95: dilatation change = -2.33 %
shell modulus rising 50 %: dilatation spread (max-min)/mean = 22.3 %
isotropic circle: mean dilatation = 3.5712e-03, vs formula +0.02 %
  rms spread = 0.01 % of mean
  mesh shift: mean -0.048 %, spread -0.020 points
cubic [111] circle: mean dilatation = 3.6839e-03, vs formula +3.17 %
  rms spread = 0.95 % of mean
  mesh shift: mean -0.048 %, spread -0.010 points
isotropic hexagon: mean dilatation = 3.5442e-03, vs formula -0.74 %
  rms spread = 13.96 % of mean
  mesh shift: mean -0.158 %, spread +0.266 points
surface stress 1.0 N/m (rough): radial and hoop shift = -0.050 GPa
  axial shift = -0.100 GPa, dilatation change = -19.1 %
thermal: 1.0e-06 1/K times 500 K (rough) = 5.0 % of misfit
largest shell strain component = 8.3941e-03
loop, Burgers length 0.38 nm (rough): work gained = 1173 eV
  line cost, cutoff Burgers/4 = 1802 eV, gain/cost = 0.65
  line cost, cutoff Burgers = 1266 eV, gain/cost = 0.93
```
